# Transmission and phase of a scatterer from twisted-ring eigenvalues: a program that tests the result

```python
"""Transmission amplitude of a scatterer from the levels of a twisted ring.

Result under test: a ring of total circumference L (scatterer included) with
psi(x+L) = exp(i*twist) psi(x) has levels E = k^2 that obey
    cos(k L + arg t) = |t| cos(twist),
or, with F = 1/conj(t) = X + iY,  X cos(kL) - Y sin(kL) = cos(twist).
T = |t|^2 = 1/|F|^2 and theta = arg t = arg F follow from linear equations.

Units: length w (barrier width), energy hbar^2/(2 m w^2), wave number 1/w.
t multiplies exp(ikx) with the same origin on both sides of the scatterer.
"""
from functools import lru_cache
import numpy as np
from numpy.polynomial.legendre import Legendre
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

WIDTH, HEIGHT = 1.0, 6.0
SQUARE = [(WIDTH, HEIGHT)]                 # list of (length, potential)
ASYMMETRIC = [(0.6, 8.0), (0.9, 3.0)]


@lru_cache(maxsize=None)
def lobatto(degree):
    """Gauss-Lobatto weights and stiffness matrix on [-1, 1]."""
    poly = Legendre.basis(degree)
    inner = np.sort(np.real(poly.deriv().roots()))
    nodes = np.concatenate(([-1.0], inner, [1.0]))
    values = poly(nodes)
    weights = 2 / (degree * (degree + 1) * values**2)
    gaps = nodes[:, None] - nodes[None, :] + np.eye(degree + 1)
    deriv = values[:, None] / values[None, :] / gaps
    np.fill_diagonal(deriv, 0.0)
    deriv[0, 0] = -degree * (degree + 1) / 4
    deriv[-1, -1] = degree * (degree + 1) / 4
    return weights, deriv.T @ (weights[:, None] * deriv)


def ring_levels(circumference, twist, barrier=SQUARE, degree=16):
    """Eigenvalues of -d^2/dx^2 + V on the twisted ring (spectral elements)."""
    weights, stiffness = lobatto(degree)
    wire = circumference - sum(length for length, _ in barrier)
    elements = []
    for length, potential in barrier + [(wire, 0.0)]:
        pieces = int(np.ceil(length / 3.0))
        elements += [(length / pieces, potential)] * pieces
    size = len(elements) * degree
    matrix = np.zeros((size, size), complex)
    mass = np.zeros(size)
    for number, (length, potential) in enumerate(elements):
        index = number * degree + np.arange(degree + 1)
        phase = np.ones(degree + 1, complex)
        if number == len(elements) - 1:    # last node is the twisted first node
            index[-1] = 0
            phase[-1] = np.exp(1j * twist)
        local = 2 / length * stiffness + np.diag(potential * length / 2 * weights)
        matrix[np.ix_(index, index)] += phase.conj()[:, None] * local * phase
        mass[index] += length / 2 * weights
    root = np.sqrt(mass)
    return np.linalg.eigvalsh(matrix / root[:, None] / root[None, :])


def integrated_amplitude(energy, barrier):
    """t from direct integration, starting from a purely outgoing wave."""
    k = np.sqrt(energy)
    right = sum(length for length, _ in barrier)
    state = np.array([1.0, 1j * k]) * np.exp(1j * k * right)
    for length, potential in reversed(barrier):
        solution = solve_ivp(
            lambda x, y: np.array([y[1], (potential - energy) * y[0]]),
            (right, right - length), state, method="DOP853",
            rtol=1e-11, atol=1e-13)
        state = solution.y[:, -1]
        right -= length
    return 1 / ((state[0] + state[1] / (1j * k)) / 2)


def square_amplitude(energy):
    """Closed form of t for the square barrier (energy not equal to HEIGHT)."""
    k, q = np.sqrt(energy), np.sqrt(energy - HEIGHT + 0j)
    bracket = (np.cos(q * WIDTH)
               - 1j * (k**2 + q**2) / (2 * k * q) * np.sin(q * WIDTH))
    return np.exp(-1j * k * WIDTH) / bracket


def nearest_wave_numbers(energies, target, count=3):
    k = np.sqrt(energies[energies > 0])
    return np.sort(k[np.argsort(abs(k - target))[:count]])


def one_ring_fit(spectra, twists, circumference, target, order):
    """F at wave number target, X and Y taken as polynomials of given order."""
    rows, right_side = [], []
    for twist, energies in zip(twists, spectra):
        for k in nearest_wave_numbers(energies, target):
            powers = ((k - target) * circumference) ** np.arange(order + 1)
            rows.append(np.concatenate((np.cos(k * circumference) * powers,
                                        -np.sin(k * circumference) * powers)))
            right_side.append(np.cos(twist))
    coefficients = np.linalg.lstsq(np.array(rows), np.array(right_side),
                                   rcond=None)[0]
    return complex(coefficients[0], coefficients[order + 1])


def two_ring_solution(energy, lengths):
    """F from two rings whose twists are tuned to put a level at energy."""
    usable = []
    for length in lengths:
        periodic = ring_levels(length, 0.0) - energy
        antiperiodic = ring_levels(length, np.pi) - energy
        for level in np.flatnonzero(periodic * antiperiodic < 0):
            twist = brentq(lambda p: ring_levels(length, p)[level] - energy,
                           0.0, np.pi, xtol=1e-12)
            usable.append((length, twist))
    assert len(usable) >= 2
    k = np.sqrt(energy)
    pairs = [(a, b) for i, a in enumerate(usable) for b in usable[i + 1:]]
    first, second = max(pairs, key=lambda p: abs(np.sin(k * (p[0][0] - p[1][0]))))
    matrix = [[np.cos(k * L), -np.sin(k * L)] for L, _ in (first, second)]
    x, y = np.linalg.solve(matrix, [np.cos(first[1]), np.cos(second[1])])
    return complex(x, y), first, second, len(usable), np.linalg.det(matrix)


# Ring relation: diagonalized levels against independently integrated t.
print("Units: length w, energy hbar^2/(2 m w^2), k in 1/w, angles in rad")
print(f"barrier width {WIDTH:.1f} w, height {HEIGHT:.1f}")
for name, barrier in (("square", SQUARE), ("asymmetric", ASYMMETRIC)):
    residuals = []
    for twist in (0.7, 2.0):
        for energy in ring_levels(12.0, twist, barrier)[[2, 4, 7, 12]]:
            t = integrated_amplitude(energy, barrier)
            residuals.append(abs(np.cos(np.sqrt(energy) * 12.0 + np.angle(t))
                                 - abs(t) * np.cos(twist)))
    print(f"ring relation, {name}: max residual {max(residuals):.1e}")
    assert max(residuals) < 1e-7

# Closed square-barrier amplitude and its transmission probability.
targets = [4.0, 9.0, HEIGHT + np.pi**2]
for energy in targets:
    t = integrated_amplitude(energy, SQUARE)
    q = np.sqrt(energy - HEIGHT + 0j)
    probability = 1 / (1 + HEIGHT**2 * np.sin(q * WIDTH)**2 / (4 * energy * q**2))
    assert abs(t - square_amplitude(energy)) < 1e-8
    assert abs(abs(t)**2 - probability) < 1e-8

# Opposite twists carry the same information.
assert np.allclose(ring_levels(12.0, 0.7, ASYMMETRIC)[:20],
                   ring_levels(12.0, -0.7, ASYMMETRIC)[:20], atol=1e-8)

# One ring, five twists.
ring = 60.0
twists = np.pi * (np.arange(5) + 0.5) / 5
spectra = [ring_levels(ring, twist) for twist in twists]
finer = ring_levels(ring, twists[1], degree=20)
low = finer < 20
shift = np.max(abs(finer[low] - spectra[1][:low.sum()]))
print(f"basis degree 16 to 20: max level shift below E=20: {shift:.1e}")
assert shift < 1e-7
print(f"One ring, L = {ring:.1f} w; three k nearest 3 at each twist:")
for twist, energies in zip(twists, spectra):
    trio = nearest_wave_numbers(energies, 3.0)
    print(f" twist {twist:.6f}: k = " + ", ".join(f"{k:.7f}" for k in trio))
print("Quadratic one-ring fit:")
for energy in targets:
    fitted = one_ring_fit(spectra, twists, ring, np.sqrt(energy), 2)
    t = square_amplitude(energy)
    print(f" E={energy:.6f}: X={fitted.real:.6f}, Y={fitted.imag:.6f}")
    print(f"  fit T={1 / abs(fitted)**2:.6f}, theta={np.angle(fitted):.6f}")
    print(f"  ref T={abs(t)**2:.6f}, theta={np.angle(t):.6f}")
    assert abs(1 / abs(fitted)**2 - abs(t)**2) < 3e-3
    assert abs(np.angle(fitted * np.conj(t))) < 3e-3

# The same spectra give the curve over a whole energy range.
errors_T, errors_phase = [], []
for energy in np.arange(3.5, 20.0, 1.0):
    fitted = one_ring_fit(spectra, twists, ring, np.sqrt(energy), 2)
    t = square_amplitude(energy)
    errors_T.append(abs(1 / abs(fitted)**2 - abs(t)**2))
    errors_phase.append(abs(np.angle(fitted * np.conj(t))))
print(f"scan E=3.5 to 19.5 ({len(errors_T)} energies): "
      f"max T error {max(errors_T):.1e}")
print(f" max theta error {max(errors_phase):.1e} rad")
assert max(errors_T) < 5e-3 and max(errors_phase) < 5e-3

# Fall of the fit error with circumference, at equal k L modulo 2 pi.
target = 3.0
exact = 1 / np.conj(square_amplitude(target**2))
lengths = [2 * np.pi * turns / target for turns in (16, 32, 64)]
errors = np.zeros((3, 3))
for column, length in enumerate(lengths):
    levels = [ring_levels(length, twist) for twist in twists]
    for order in range(3):
        fitted = one_ring_fit(levels, twists, length, target, order)
        errors[order, column] = abs(fitted / exact - 1)
print("Relative error of F at E=9 for L = "
      + ", ".join(f"{length:.3f}" for length in lengths) + " w:")
for order in range(3):
    rate = np.log2(errors[order, 1] / errors[order, 2])
    print(f" degree {order}: " + ", ".join(f"{e:.2e}" for e in errors[order])
          + f"; last rate {rate:.2f}")
    assert rate > order + 0.6
assert errors[0, 2] > 5 * errors[2, 2]

# Two rings at exactly the same energy: no smoothness assumption.
print("Two-ring solution (circumferences 10.0 to 11.5 w):")
for energy in targets:
    fitted, first, second, count, determinant = two_ring_solution(
        energy, 10.0 + 0.1 * np.arange(16))
    t = square_amplitude(energy)
    error = abs(fitted * np.conj(t) - 1)
    print(f" E={energy:.6f}: usable lengths {count} of 16, det {determinant:.4f}")
    print(f"  L1={first[0]:.1f}, twist1={first[1]:.8f}")
    print(f"  L2={second[0]:.1f}, twist2={second[1]:.8f}")
    print(f"  X={fitted.real:.7f}, Y={fitted.imag:.7f}")
    print(f"  T={1 / abs(fitted)**2:.7f}, theta={np.angle(fitted):.7f}, "
          f"rel. error F {error:.1e}")
    assert error < 1e-6
    assert abs(determinant - np.sin(np.sqrt(energy) * (first[0] - second[0]))) < 1e-10

print("success")
```

Output:

```
Units: length w, energy hbar^2/(2 m w^2), k in 1/w, angles in rad
barrier width 1.0 w, height 6.0
ring relation, square: max residual 1.4e-12
ring relation, asymmetric: max residual 2.2e-12
basis degree 16 to 20: max level shift below E=20: 4.6e-11
One ring, L = 60.0 w; three k nearest 3 at each twist:
 twist 0.314159: k = 2.9436375, 2.9642909, 3.0484029
 twist 0.942478: k = 2.9367209, 2.9712680, 3.0408907
 twist 1.570796: k = 2.9281241, 2.9800057, 3.0318850
 twist 2.199115: k = 2.9195990, 2.9888131, 3.0229461
 twist 2.827433: k = 2.9129137, 2.9960275, 3.0156755
Quadratic one-ring fit:
 E=4.000000: X=-0.284349, Y=-2.265319
  fit T=0.191846, theta=-1.695666
  ref T=0.191845, theta=-1.695666
 E=9.000000: X=0.319788, Y=-1.105649
  fit T=0.754874, theta=-1.289249
  ref T=0.754865, theta=-1.289251
 E=15.869604: X=0.665917, Y=-0.746023
  fit T=1.000003, theta=-0.842072
  ref T=1.000000, theta=-0.842075
scan E=3.5 to 19.5 (17 energies): max T error 6.7e-06
 max theta error 3.2e-06 rad
Relative error of F at E=9 for L = 33.510, 67.021, 134.041 w:
 degree 0: 1.81e-02, 9.13e-03, 4.58e-03; last rate 1.00
 degree 1: 1.80e-03, 4.58e-04, 1.15e-04; last rate 1.99
 degree 2: 1.54e-05, 2.12e-06, 2.80e-07; last rate 2.92
Two-ring solution (circumferences 10.0 to 11.5 w):
 E=4.000000: usable lengths 4 of 16, det -0.5646
  L1=10.9, twist1=0.78193525
  L2=11.2, twist2=2.26487804
  X=-0.2843489, Y=-2.2653233
  T=0.1918449, theta=-1.6956657, rel. error F 7.4e-13
 E=9.000000: usable lengths 12 of 16, det -0.9975
  L1=10.1, twist1=2.59199474
  L2=10.6, twist2=0.78019102
  X=0.3197871, Y=-1.1056567
  T=0.7548648, theta=-1.2892510, rel. error F 1.5e-13
 E=15.869604: usable lengths 16 of 16, det -0.9997
  L1=10.3, twist1=2.49058582
  L2=10.7, twist2=2.19913261
  X=0.6659166, Y=-0.7460262
  T=1.0000000, theta=-0.8420746, rel. error F 3.5e-13
success
```
